# Jamming of random adsorption with nearest-neighbour exclusion on the Bethe lattice

An estimate of film growth per cycle in a self-limiting surface reaction needs the coverage at which adsorption stops. If each adsorbed species blocks its neighbouring sites, one must decide whether to insert the ordered packing, coverage $1/2$ on a square array, or the lower value left by species that land at random and cannot move. For the aluminium oxide example below, the ordered packing gives 0.115 nm per cycle and the random one about 0.08 nm. The theorem supplies the random value in closed form for a lattice without loops.

## Model and theorem

A Bethe lattice is an infinite tree in which every site has $z$ neighbours; here $z\ge 3$. The assumptions are:

1. The surface is empty at $t=0$.
2. Each site receives adsorption attempts at random times with constant rate $k$, independently of all other sites.
3. An attempt succeeds if the site and all its $z$ neighbours are empty, and fails otherwise.
4. An adsorbed particle neither moves nor desorbs.

The coverage $\theta$ is the probability that a given site is filled. It is convenient to replace time by

$$s=1-e^{-kt},\qquad 0\le s<1,$$

the probability that a site has received at least one attempt by time $t$.

**Theorem.** Under these assumptions

$$\theta(s)=\frac12\left\{1-\left[1+(z-2)s\right]^{-2/(z-2)}\right\},$$

and for $t\to\infty$, that is $s\to1$, the lattice jams at

$$\theta_J=\frac12\left[1-(z-1)^{-2/(z-2)}\right].$$

The proof needs three lemmas: one removes repeated attempts, one shows that the infinite system is well defined, and one treats a single branch of the tree.

## First attempts are enough

**Lemma 1.** Let $T$ be the time of the first attempt at a site, and give the site the label $u=1-e^{-kT}$. The labels are independent and uniform on $(0,1)$. A site is filled at its label if no neighbour with a smaller label has been filled; otherwise it stays empty for ever.

*Proof.* If the first attempt succeeds, later attempts find the site occupied. If it fails, some neighbour is filled; that neighbour never leaves, so every later attempt fails too. Hence only the first attempt matters. Its time satisfies $P(T\le t)=1-e^{-kt}$. Since $u\le s$ means $T\le t$, we have $P(u\le s)=s$, which is the uniform distribution. Independence follows from assumption 2. ∎

## Influence has finite range

On an infinite lattice there is no first event, so one must show that the rule of Lemma 1 determines the state of a site.

**Lemma 2.** The probability that the state of a site depends on sites farther than $n$ steps away is at most

$$B_n=\frac{z(z-1)^n}{(n+2)!},$$

which tends to zero as $n\to\infty$.

*Proof.* The state of a site depends on neighbours with smaller labels, their states on neighbours with still smaller labels, and so on. Influence from beyond distance $n$ therefore requires a path from the site to distance $n+1$ along which the labels decrease. A tree has one such path for each site at distance $n+1$, and there are $z(z-1)^n$ of these. A path contains $n+2$ sites. Their independent labels are equally likely to be in any of $(n+2)!$ orders, of which one is decreasing. Adding the probabilities of all the paths gives an upper bound, $B_n$. The factorial outgrows the power. ∎

The lemma also controls finite trees. Take a tree cut off at radius $n$ and give its sites the same labels as in the infinite tree. The two central sites can differ only if a decreasing path leaves the finite tree, so their filling probabilities differ by at most $B_n$. For $z=3$ and $n=4$ the bound is $3\cdot2^4/6!=0.067$. The actual difference is 0.0040.

## One branch

A branch consists of a top site, its $z-1$ neighbours other than its parent, and all their descendants. Let $q(s)$ be the probability that the top site is empty at $s$ when the parent is kept empty.

**Lemma 3.** The function $q$ obeys

$$\frac{dq}{ds}=-q^{z-1},\qquad q(0)=1,$$

with the solution $q(s)=[1+(z-2)s]^{-1/(z-2)}$.

*Proof.* The top site becomes filled between $s$ and $s+ds$ if its label lies in that interval, which has probability $ds$, and if its $z-1$ lower neighbours are then empty. Until that moment the top site itself is empty. Each lower neighbour has therefore evolved as the top of a branch whose parent is empty, and is empty with probability $q(s)$. The lower branches share no sites, so their states are independent and the probabilities multiply. Thus

$$q(s)=1-\int_0^s q(s')^{z-1}ds'.$$

The integral of a bounded function is continuous, so $q$ is continuous, and differentiation gives the stated equation. Separating the variables,

$$\int_1^{q}x^{-(z-1)}dx=-\int_0^s ds',$$

$$-\frac{q^{-(z-2)}-1}{z-2}=-s,$$

so $q^{-(z-2)}=1+(z-2)s$. Taking the power $-1/(z-2)$ completes the proof. ∎

The independence holds under the condition that the site joining the branches is empty. The states of neighbouring sites in the full lattice are not independent, since two neighbours are never both filled.

## Proof of the theorem

Any site of the lattice has $z$ branches attached to it. It is filled between $s$ and $s+ds$ if its label lies in that interval and all $z$ neighbours are empty. Before this moment the site is empty, so Lemma 3 applies to each branch, and

$$\frac{d\theta}{ds}=q^z .$$

The exponent is $z$ here and $z-1$ in Lemma 3, because this site has no parent set aside. From $dq=-q^{z-1}ds$ follows $q^z\,ds=-q\,dq$, and therefore

$$\theta(s)=\int_0^s q^z\,ds'=-\int_1^{q(s)}x\,dx=\frac{1-q(s)^2}{2}.$$

Inserting $q(s)$ gives the time-dependent formula. At $s=1$ the bracket $1+(z-2)s$ equals $z-1$, which gives $\theta_J$. ∎

**A finite case in full.** Let $z=3$ and cut the tree at radius 2, which leaves ten sites. An outermost site whose parent is kept empty has $q_1=1-s$. With $v=1-s$, the next site inward has

$$q_2=1-\int_0^s(1-s')^2ds'=1-\frac{1-v^3}{3}=\frac{2+v^3}{3}.$$

The centre is filled with probability

$$\int_0^1q_2^3\,dv=\frac1{27}\int_0^1(8+12v^3+6v^6+v^9)\,dv=\frac1{27}\left(8+3+\frac67+\frac1{10}\right)=\frac{31}{70}.$$

An exact average over all deposition sequences on these ten sites, which makes no use of branches, also gives $31/70=0.4429$. At radii 1, 2, 3 and 4 the central probability is 0.2500, 0.4429, 0.3590 and 0.3790, approaching $\theta_J=3/8$ from alternate sides.

## Remarks on the result

**Rate of adsorption.** A site open to adsorption at $s$ has not been attempted, since an earlier attempt would have succeeded. The open fraction is thus $(1-s)q^z$. Because $ds/dt=k(1-s)$, the adsorption rate $d\theta/dt=k(1-s)q^z$ is $k$ times the open fraction, as it must be. For $z=4$ and $kt=1$ the formulas give coverage 0.2792 and open fraction 0.0718. A simulation with repeated attempts on a random graph of 160 000 sites, each with four partners, gives 0.2790 and 0.0721. Around most sites such a graph is a tree out to a distance that grows with its size, so by Lemma 2 its coverage approaches that of the infinite tree as the graph becomes large.

**Approach to jamming.** Near $s=1$ the integrand $q^z$ may be replaced by its final value, so to leading order

$$\theta_J-\theta\simeq(1-s)\,q(1)^z=(z-1)^{-z/(z-2)}e^{-kt}.$$

The last sites fill at the single-site attempt rate $k$, because each waits for its own first attempt.

**The chain.** For $z=2$ the branch equation is $dq/ds=-q$, so $q=e^{-s}$ and $\theta_J=(1-e^{-2})/2=0.4323$. The general formula has this limit: with $\varepsilon=z-2$, $(1+\varepsilon)^{-2/\varepsilon}\to e^{-2}$ as $\varepsilon\to0$. A simulated long ring jams at 0.4322.

**Many neighbours.** For large $z$ the exponent in $(z-1)^{-2/(z-2)}=\exp[-2\ln(z-1)/(z-2)]$ is small. Expanding the exponential to first order gives $\theta_J\simeq(\ln z)/z$. This exceeds $1/(z+1)$, the coverage if every particle had $z$ blocked sites to itself, because particles share the sites they block.

**Sharing of blocked sites.** Let $m$ be the mean number of filled neighbours of an empty site. All neighbours of a filled site are empty. Counting filled–empty pairs per site from either end gives $z\theta=(1-\theta)m$, so $m=z\theta/(1-\theta)$. For $z=4$ at jamming, $m=2$. Since $m\le z$, the same relation gives $\theta\le1/2$ for any arrangement in which all sites are statistically equivalent.

**Dead sites.** Suppose that each site can react with probability $p$, independently, and is otherwise inert and empty. At label $s=p$ in the original model, a random fraction $p$ of sites has been attempted in random order and the rest has had no effect. This is the jammed state of the diluted lattice, so its coverage per original site is $\theta(s=p)$. For $z=4$ and $p=0.9$ this is 0.3214; simulation on the random graph gives 0.3219.

## Where the formula fails

**Finite trees as a whole.** The theorem describes a site deep inside the tree. In a finite tree with $z=3$, about half of the sites lie in the outermost shell, where each has one neighbour. Averaged over all sites of such a tree of radius 14, the simulated coverage is about 0.53, against 0.375 at a site deep inside. The bound $\theta\le1/2$ does not apply, since the sites are not equivalent.

**Lattices with loops.** Simulated jamming coverages on periodic lattices are:

| Lattice | $z$ | Simulation | Tree formula |
|---|---:|---:|---:|
| Honeycomb | 3 | 0.379 | 0.375 |
| Square | 4 | 0.364 | 0.333 |
| Triangular | 6 | 0.231 | 0.276 |

Relative to the simulated value, the formula is about 1% low, 8% low and 19% high. It is an approximation for these lattices, and its error has no fixed sign.

The step that fails is the product $q^z$. On any lattice of equivalent sites, $d\theta/ds$ is the probability that all neighbours of a site kept empty are empty; with loops this is no longer a product. On the square lattice, two neighbours of a site that lie in perpendicular directions share a further neighbour, and if that one is filled, both are empty. In the smallest case, a row of three sites, the end sites are both empty if the middle one is attempted first. This has probability $1/3$, whereas independence would give $1/3\times1/3=1/9$. On the triangular lattice, adjacent neighbours of a site exclude each other, so one being filled forces the other to be empty, and joint emptiness becomes rarer.

These tendencies were measured at jamming around widely spaced sites kept empty. On the square lattice all four neighbours are empty with probability between 0.17 and 0.18, while the product of single probabilities is about 0.09. On the triangular lattice the corresponding values for six neighbours are about 0.05 and 0.14. The tree values $q(1)^z$ are $1/9=0.111$ and $5^{-3/2}=0.089$. The single-site probabilities therefore also change, in the opposite direction, but the correlation outweighs them at $s=1$, with the same sign as the change in coverage.

## Example: the aluminium half-cycle of oxide deposition

Consider trimethylaluminium on an oxide at 473 K, with rough typical parameters. Adsorption sites form a square array of spacing $a=0.35$ nm. The adsorbed species is assigned a footprint diameter of 0.40 nm, roughly the size of one methyl group. This is an assumption, and a low one for the species the model describes: a molecule that has reacted with a single hydroxyl group keeps two methyl groups, whose combined area equals that of a disc of diameter $0.40\sqrt2=0.57$ nm. A round footprint of that size would block second neighbours as well, a case treated below. The assumed diameter exceeds $a$ but not the second-neighbour distance $\sqrt2a=0.495$ nm, so nearest-neighbour exclusion with $z=4$ applies. The theorem then reduces to

$$\theta(s)=\frac12\left(1-\frac1{1+2s}\right)=\frac{s}{1+2s},\qquad\theta_J=\frac13.$$

The site density is $1/a^2=8.16$ nm$^{-2}$, and the jammed aluminium density is $8.16/3=2.72$ nm$^{-2}$. A film of density 3.0 g/cm³ and molar mass 101.96 g/mol, with two aluminium atoms per formula unit, contains 35.4 aluminium atoms per nm³. If all the adsorbed aluminium stays and each cycle starts from an equivalent surface, the growth per cycle is

$$h=\frac{2.72\ \mathrm{nm^{-2}}}{35.4\ \mathrm{nm^{-3}}}=0.077\ \mathrm{nm}.$$

At 0.1 Torr the molecular flux $J=P/\sqrt{2\pi Mk_BT}$, with $M$ the molecular mass, is $1.90\times10^5$ nm$^{-2}$s$^{-1}$. With a reaction probability of $10^{-3}$ on an open site, $k=10^{-3}Ja^2=23.3$ s$^{-1}$. A pulse of 0.1 s gives $kt=2.33$ and $s=0.9027$, hence $\theta=0.9027/2.8054=0.322$ and $h=0.074$ nm, 3.5% below saturation. Reaching 99% of jamming requires $s/(1+2s)=0.33$, so $s=0.33/0.34=0.971$ and $t=-\ln(1-s)/k=0.15$ s. These are values for the tree. The square lattice approaches its own jamming limit somewhat more slowly: about 5% below it after the pulse, and about 0.17 s to reach 99%.

The neglected effects change the saturated value of 0.077 nm as follows, each taken alone with the other inputs fixed:

- The loops of the square lattice raise it to 0.084 nm.
- A footprint just above 0.495 nm, which also blocks second neighbours, lowers it to 0.043 nm on the square lattice.
- Ten per cent of dead sites lower it to 0.074 nm. The loss is 4% on the tree (5% on the square lattice), not 10%, because a dead site leaves its neighbours unblocked.
- Complete ordering into a checkerboard, the upper limit for mobile species with nearest-neighbour exclusion, raises it to 0.115 nm. With two methyl groups per aluminium this layer would carry 8.2 methyl groups per nm², more than the 7.2 nm$^{-2}$ of close-packed discs of 0.40 nm. The value therefore requires fewer than about 1.8 methyl groups per aluminium; with two, close packing limits the growth to 0.10 nm.

Immobility itself can be judged from an activation barrier $E$. For a total attempt frequency $\nu=10^{13}$ s$^{-1}$, counting all hop directions together, and a cycle of $\tau=5$ s, hopping or desorption stays below about 1% if $\nu\tau e^{-E/k_BT}<0.01$, that is, if $E>k_BT\ln(\nu\tau/0.01)=1.47$ eV.

Measured growth in this process is roughly 0.1 nm per cycle, the same size as the model result. This does not show that the packing is random: at the assumed spacing, the random value for the square lattice, 0.084 nm, and the ordered value, 0.115 nm, lie about equally far from it. The spacing is itself an assumed input. With the footprint fixed at 0.40 nm, nearest-neighbour exclusion holds for spacings between $0.40/\sqrt2=0.28$ nm and 0.40 nm, and $h\propto1/a^2$ changes by a factor of two over that range. A real amorphous oxide has no regular array of sites. Where sites lie closer together, a species blocks more of them, but there are also more sites per unit area. The second-neighbour case above was computed at fixed spacing, so it does not give the net change in growth. The model also omits binding to several hydroxyl groups, exchange of ligands between species and association of the precursor in the gas; their effect has not been estimated here. For a square array with immobile species and a footprint between the first two neighbour distances, the simulated coverage 0.364 is the better input, and the closed form $1/3$ gives the estimate to within 10%. The numerical output follows.

## Table of computed values

```
Centre of small trees, exact probability of being filled
  z=3, radius 1: 1/4 = 0.250000
  z=3, radius 2: 31/70 = 0.442857
  z=3, radius 3: 2949403/8216208 = 0.358974
  z=4, radius 2: 473/1105 = 0.428054
Centre of tree, z=3: radius, probability, error, bound
  2  0.442857  6.8e-02  5.0e-01
  4  0.378950  4.0e-03  6.7e-02
  6  0.375134  1.3e-04  4.8e-03
Random regular graphs: simulated / formula
  z=3, kt=1: coverage 0.3125 / 0.3123, open 0.0850 / 0.0846
  z=3, jammed: 0.3750 / 0.3750
  z=4, kt=1: coverage 0.2790 / 0.2792, open 0.0721 / 0.0718
  z=4, jammed: 0.3332 / 0.3333
  z=4, 90% live sites: 0.3219 / 0.3214
  z=6, kt=1: coverage 0.2339 / 0.2338, open 0.0562 / 0.0555
  z=6, jammed: 0.2766 / 0.2764
  ring, z=2, jammed: 0.4322 / 0.4323
Whole finite Cayley tree, z=3, radius 14: 0.5334
Periodic lattices: jammed coverage, standard error, tree value
  honeycomb: 0.3792, 0.0002, 0.3750
  square: 0.3639, 0.0003, 0.3333
  triangular: 0.2312, 0.0001, 0.2764
  square, 8 blocked: 0.1868, 0.0001, 0.2386
Neighbours of a site kept empty: all empty / product of singles
  square: 0.170 / 0.091
  triangular: 0.050 / 0.140
Inputs: spacing 0.35 nm, footprint 0.4 nm, second neighbour 0.495 nm
  T 473 K, pressure 0.1 Torr, sticking 1e-03, pulse 0.1 s
  film density 3.0 g/cm3, molar masses 101.96 and 72.09 g/mol
  attempt frequency 1e+13 1/s, cycle 5.0 s
Site density: 8.16 per nm2
Al density in film: 35.4 per nm3
Jammed coverage, z=4: 0.3333
Jammed Al density: 2.72 per nm2
Growth per cycle, jammed: 0.0768 nm
Flux: 1.902e+05 per nm2 per s
Attempt rate k: 23.30 1/s; kt 2.330; s 0.9027
After pulse: coverage 0.3218, growth 0.0741 nm
Time to 99% of jamming: 0.151 s
Growth per cycle with a neglected effect included
  square-lattice loops: 0.0838 nm
  second neighbours blocked: 0.0430 nm
  90% live sites: 0.0740 nm
  full ordering, coverage 1/2: 0.1152 nm
Barrier for 1% hopping or desorption per cycle: 1.47 eV
```
